# Antisymmetrized Diagram Rules and the Goldstone Form of the Third-Order Energy: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Antisymmetrized (Hugenholtz/Brandow) diagram rules and third-order energy.

Result under test, for a canonical Hartree-Fock reference:
  diagram = (-1)^(h+l) * (1/2)^(equivalent pairs) * sum(integrals/denominators)
with h hole lines and l loops. The third-order energy is pp + hh + ph:
  pp = 1/8 sum <ij||ab><ab||cd><cd||ij> / (D_ijab D_ijcd)
  hh = 1/8 sum <ij||ab><kl||ij><ab||kl> / (D_ijab D_klab)
  ph =     sum <ij||ab><kb||cj><ac||ik> / (D_ijab D_ikac)
i,j,k,l occupied; a,b,c,d virtual; D_ijab = e_i + e_j - e_a - e_b.
They expand into 2 + 2 + 8 Goldstone diagrams with plain integrals <pq|rs>.
Integral arrays are stored as v[p,q,r,s] = <pq|rs>.
"""
from collections import Counter, defaultdict
from itertools import combinations, permutations, product
import numpy as np
from pyscf import ao2mo, fci, gto, scf

# ---------- enumeration of all Wick contractions ----------
# End e belongs to vertex e//2, side e%2. Vertex 0 is leftmost (latest).
# perm[e] is the end whose annihilator is contracted with the creator of e.


def full_contractions(n):
    for perm in permutations(range(2 * n)):
        if all(perm[e] // 2 != e // 2 for e in range(2 * n)):
            yield perm


def crossing_sign_and_holes(perm):
    """Sign from crossings in the string p+ q+ s r of every vertex."""
    arcs, holes = [], 0
    for e, f in enumerate(perm):
        creator = 4 * (e // 2) + e % 2
        annihilator = 4 * (f // 2) + 3 - f % 2
        holes += creator < annihilator
        arcs.append((min(creator, annihilator), max(creator, annihilator)))
    crossings = sum(a < c < b < d or c < a < d < b
                    for (a, b), (c, d) in combinations(arcs, 2))
    return (-1) ** crossings, holes


def count_cycles(mapping):
    unseen, cycles = set(mapping), 0
    while unseen:
        cycles += 1
        x = next(iter(unseen))
        while x in unseen:
            unseen.remove(x)
            x = mapping[x]
    return cycles


def is_connected(lines, n):
    reached = {0}
    for _ in range(n):
        for u, w in lines:
            if u in reached or w in reached:
                reached |= {u, w}
    return len(reached) == n


def flip_vertices(perm, flips):
    image = [0] * len(perm)
    for e, f in enumerate(perm):
        image[e ^ flips[e // 2]] = f ^ flips[f // 2]
    return tuple(image)


print("DIAGRAM ENUMERATION")
for order in (2, 3, 4):
    members = defaultdict(list)
    for perm in full_contractions(order):
        sign, holes = crossing_sign_and_holes(perm)
        loops = count_cycles(dict(enumerate(perm)))
        assert sign == (-1) ** (holes + loops)
        lines = tuple(sorted((e // 2, f // 2) for e, f in enumerate(perm)))
        members[lines].append(perm)
    for lines, perms in members.items():
        pairs = sum(m == 2 for m in Counter(lines).values())
        assert len(perms) * 2 ** pairs == 4 ** order
    connected = sum(is_connected(lines, order) for lines in members)
    total = sum(len(perms) for perms in members.values())
    print(f"order {order}: contractions {total}, Hugenholtz diagrams "
          f"{len(members)}, connected {connected}")
    assert len(members) - connected == (3 if order == 4 else 0)
    if order == 3:
        third_order_members = dict(members)

class_of_x = {2: "pp", 0: "hh", 1: "ph"}
expected_goldstone = {"pp": [0.5] * 2, "hh": [0.5] * 2, "ph": [1.0] * 8}
assert len(third_order_members) == 3
for lines, perms in third_order_members.items():
    # x = number of particle lines from the earliest to the middle vertex
    kind = class_of_x[lines.count((2, 1))]
    orbits = Counter(min(flip_vertices(p, f) for f in product((0, 1), repeat=3))
                     for p in perms)
    weights = [size / 8 for size in orbits.values()]
    assert weights == expected_goldstone[kind]
    print(f"{kind}: contractions {len(perms)}, weight {len(perms) / 64:.3f}, "
          f"Goldstone diagrams {len(orbits)}, weight of each {weights[0]:.1f}")

# ---------- diagram sums ----------
# top, middle and bottom integral labels, then the two denominator labels
LABELS = {"pp": ("ijab", "abcd", "cdij", "ijab", "ijcd"),
          "hh": ("ijab", "klij", "abkl", "ijab", "klab"),
          "ph": ("ijab", "kbcj", "acik", "ijab", "ikac")}
HUGENHOLTZ_WEIGHT = {"pp": 1 / 8, "hh": 1 / 8, "ph": 1.0}
PATTERNS = {"pp": [(0, 0, 0), (0, 0, 1)], "hh": [(0, 0, 0), (0, 0, 1)],
            "ph": list(product((0, 1), repeat=3))}


def inverse_denominators(eps, nocc):
    o, v = eps[:nocc], eps[nocc:]
    return 1 / (o[:, None, None, None] + o[None, :, None, None]
                - v[None, None, :, None] - v[None, None, None, :])


def diagram_sum(kind, integrals, eps, nocc):
    """Bare sum; integrals holds one array for each of the three vertices."""
    labels = LABELS[kind]
    blocks = []
    for array, label in zip(integrals, labels[:3]):
        cut = tuple(slice(0, nocc) if x in "ijkl" else slice(nocc, None)
                    for x in label)
        blocks.append(array[cut])
    inv = inverse_denominators(eps, nocc)
    return np.einsum(",".join(labels) + "->", *blocks, inv, inv, optimize=True)


def goldstone_terms(kind, v, eps, nocc):
    """Yield pattern, loops, signed weight and bare sum of each diagram."""
    exchanged = v.transpose(0, 1, 3, 2)
    for pattern in PATTERNS[kind]:
        follow = {}
        for label, swap in zip(LABELS[kind][:3], pattern):
            p, q, r, s = label
            if swap:
                r, s = s, r
            follow[r], follow[s] = p, q
        loops = count_cycles(follow)
        holes = sum(x in "ijkl" for x in follow)
        weight = (-1) ** (holes + loops) * (1.0 if kind == "ph" else 0.5)
        arrays = [exchanged if swap else v for swap in pattern]
        yield pattern, loops, weight, diagram_sum(kind, arrays, eps, nocc)


# ---------- operator test in Fock space with random complex integrals ----------
rng = np.random.default_rng(7)
norb, nocc = 6, 3
eps = np.array([-2.0, -1.7, -1.1, 0.4, 0.9, 1.3])
v = rng.normal(size=(norb,) * 4) + 1j * rng.normal(size=(norb,) * 4)
v = v + v.transpose(1, 0, 3, 2)
v = 0.1 * (v + v.transpose(2, 3, 0, 1).conj())
g = v - v.transpose(0, 1, 3, 2)

lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
annihilate = []
for p in range(norb):
    matrix = np.eye(1)
    for q in range(norb):
        factor = parity if q < p else lower if q == p else np.eye(2)
        matrix = np.kron(matrix, factor)
    annihilate.append(matrix)
create = [m.T for m in annihilate]
occupations = np.array([np.diag(c @ a) for c, a in zip(create, annihilate)])
reference = np.zeros(2 ** norb)
reference[0] = 1.0
for p in reversed(range(nocc)):
    reference = create[p] @ reference


def normal_ordered(p, q, s, r):
    """Normal order p+ q+ s r with respect to the reference determinant."""
    ops = [(create[p], p >= nocc), (create[q], q >= nocc),
           (annihilate[s], s < nocc), (annihilate[r], r < nocc)]
    swaps = sum((not x[1]) and y[1] for x, y in combinations(ops, 2))
    ordered = [m for m, up in ops if up] + [m for m, up in ops if not up]
    return (-1) ** swaps * (ordered[0] @ ordered[1] @ ordered[2] @ ordered[3])


# parts of V sorted by the number of occupied labels in bra and in ket
parts = defaultdict(lambda: np.zeros((2 ** norb, 2 ** norb), complex))
for p, q, r, s in product(range(norb), repeat=4):
    if p != q and r != s:
        key = ((p < nocc) + (q < nocc), (r < nocc) + (s < nocc))
        parts[key] += 0.25 * g[p, q, r, s] * normal_ordered(p, q, s, r)
V = sum(parts.values())
h0 = eps @ occupations
usable = (np.abs(occupations.sum(axis=0) - nocc) < 1e-9) & (reference == 0)
resolvent = np.zeros(2 ** norb)
resolvent[usable] = 1 / (eps[:nocc].sum() - h0[usable])
ket = resolvent * (V @ reference)
bra = (reference @ V) * resolvent
assert abs(reference @ V @ reference) < 1e-12

inv = inverse_denominators(eps, nocc)
second = 0.25 * np.einsum("ijab,abij,ijab->", g[:nocc, :nocc, nocc:, nocc:],
                          g[nocc:, nocc:, :nocc, :nocc], inv)
assert abs(second - reference @ V @ ket) < 1e-11
print("RANDOM-INTEGRAL MODEL (3 occupied, 3 virtual), model energy units")
operator_total = 0
for kind, key in (("pp", (0, 0)), ("hh", (2, 2)), ("ph", (1, 1))):
    operator_value = bra @ parts[key] @ ket
    hugenholtz = HUGENHOLTZ_WEIGHT[kind] * diagram_sum(kind, [g] * 3, eps, nocc)
    goldstone = sum(w * x for _, _, w, x in goldstone_terms(kind, v, eps, nocc))
    assert abs(operator_value) > 1e-5
    assert abs(hugenholtz - operator_value) < 1e-10
    assert abs(goldstone - operator_value) < 1e-10
    operator_total += operator_value
    print(f"{kind}: operators {operator_value.real:.8f}, diagram "
          f"{hugenholtz.real:.8f}, Goldstone sum {goldstone.real:.8f}")
assert abs(bra @ V @ ket - operator_total) < 1e-10

# ---------- worked example: LiH ----------
bond = 3.0
mol = gto.M(atom=f"Li 0 0 0; H 0 0 {bond}", unit="Bohr", basis="sto-3g",
            verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-13, 1e-8, 200
mf.kernel()
assert mf.converged
coeff, eps = mf.mo_coeff, mf.mo_energy
norb, nocc = len(eps), mol.nelectron // 2
chemist = ao2mo.restore(1, ao2mo.kernel(mol, coeff), norb)
v_space = chemist.transpose(0, 2, 1, 3)
spatial = np.arange(2 * norb) // 2
spin = np.arange(2 * norb) % 2
same = (spin[:, None] == spin[None, :]).astype(float)
v_spin = v_space[np.ix_(spatial, spatial, spatial, spatial)]
v_spin = v_spin * same[:, None, :, None] * same[None, :, None, :]
g_spin = v_spin - v_spin.transpose(0, 1, 3, 2)
eps_spin = eps[spatial]

print("LiH, RHF/STO-3G, all electrons correlated; energies in hartree")
print(f"bond length {bond:.1f} bohr, spatial orbitals {norb}, occupied {nocc}")
print(f"RHF total energy {mf.e_tot:.8f}")
print(f"highest occupied {eps[nocc - 1]:.6f}, lowest virtual {eps[nocc]:.6f}")

o, u = slice(0, 2 * nocc), slice(2 * nocc, None)
e2 = 0.25 * np.einsum("ijab,abij,ijab->", g_spin[o, o, u, u],
                      g_spin[u, u, o, o],
                      inverse_denominators(eps_spin, 2 * nocc))
block = v_space[:nocc, :nocc, nocc:, nocc:]
inv = inverse_denominators(eps, nocc)
e2_direct = 2 * np.sum(block ** 2 * inv)
e2_exchange = -np.sum(block * block.transpose(0, 1, 3, 2) * inv)
assert abs(e2 - e2_direct - e2_exchange) < 1e-11
print(f"E2 direct {e2_direct:.8f}, exchange {e2_exchange:.8f}, sum {e2:.8f}")

e3 = 0.0
print("Goldstone values; pattern = exchanged top, middle, bottom vertex")
for kind in LABELS:
    value = HUGENHOLTZ_WEIGHT[kind] * diagram_sum(
        kind, [g_spin] * 3, eps_spin, 2 * nocc)
    contributions = {}
    for pattern, loops, weight, bare in goldstone_terms(
            kind, v_space, eps, nocc):
        factor = weight * 2 ** loops
        contributions[pattern] = factor * bare
        name = "".join(map(str, pattern))
        print(f"  {kind} {name}: loops {loops}, coefficient {factor:+.0f}, "
              f"value {factor * bare:+.8f}")
    assert abs(sum(contributions.values()) - value) < 1e-11
    if kind == "ph":
        # real orbitals: turning a diagram upside down leaves its value alone
        for pattern, x in contributions.items():
            assert abs(x - contributions[pattern[::-1]]) < 1e-11
    print(f"{kind} Hugenholtz diagram {value:+.8f}")
    e3 += value
print(f"E3 from the three diagrams {e3:.8f}")

# Full-CI matrix and Taylor coefficients of its reference eigenvalue
nelec = (nocc, nocc)
h1 = coeff.T @ mf.get_hcore() @ coeff
h2 = fci.direct_spin1.absorb_h1e(h1, chemist, norb, nelec, 0.5)
strings = [sum(1 << k for k in c) for c in combinations(range(norb), nocc)]
strings.sort()
string_energy = np.array([sum(eps[k] for k in range(norb) if s >> k & 1)
                          for s in strings])
ns = len(strings)
H = np.array([fci.direct_spin1.contract_2e(
    h2, unit.reshape(ns, ns), norb, nelec).ravel() for unit in np.eye(ns * ns)])
assert np.allclose(H, H.T, atol=1e-10)
assert abs(H[0, 0] + mol.energy_nuc() - mf.e_tot) < 1e-9
H0 = np.diag((string_energy[:, None] + string_energy[None, :]).ravel())
W = H - H0
radius, npoints = 0.2, 12
z = radius * np.exp(2j * np.pi * np.arange(npoints) / npoints)
branch = []
for point in z:
    values = np.linalg.eigvals(H0 + point * W)
    guess = H0[0, 0] + point * W[0, 0]
    branch.append(values[np.argmin(abs(values - guess))])
taylor = [np.mean(np.array(branch) / z ** k).real for k in range(4)]
assert abs(taylor[0] - H0[0, 0]) < 1e-8
assert abs(taylor[1] - W[0, 0]) < 1e-8
assert abs(taylor[2] - e2) < 1e-8
assert abs(taylor[3] - e3) < 1e-8
correlation = np.linalg.eigvalsh(H)[0] - H[0, 0]
print(f"E2 from the full-CI eigenvalue {taylor[2]:.8f}")
print(f"E3 from the full-CI eigenvalue {taylor[3]:.8f}")
print(f"E2 + E3 {e2 + e3:.8f}")
print(f"full-CI correlation energy, same basis {correlation:.8f}")
print(f"part recovered: E2 {100 * e2 / correlation:.2f} percent, "
      f"E2 + E3 {100 * (e2 + e3) / correlation:.2f} percent")
print("finished without a failed check")
```

Printed output:

```
DIAGRAM ENUMERATION
order 2: contractions 4, Hugenholtz diagrams 1, connected 1
order 3: contractions 80, Hugenholtz diagrams 3, connected 3
order 4: contractions 4752, Hugenholtz diagrams 42, connected 39
hh: contractions 8, weight 0.125, Goldstone diagrams 2, weight of each 0.5
ph: contractions 64, weight 1.000, Goldstone diagrams 8, weight of each 1.0
pp: contractions 8, weight 0.125, Goldstone diagrams 2, weight of each 0.5
RANDOM-INTEGRAL MODEL (3 occupied, 3 virtual), model energy units
pp: operators -0.03828868, diagram -0.03828868, Goldstone sum -0.03828868
hh: operators 0.02110547, diagram 0.02110547, Goldstone sum 0.02110547
ph: operators -0.02662378, diagram -0.02662378, Goldstone sum -0.02662378
LiH, RHF/STO-3G, all electrons correlated; energies in hartree
bond length 3.0 bohr, spatial orbitals 6, occupied 2
RHF total energy -7.86224631
highest occupied -0.286330, lowest virtual 0.078326
E2 direct -0.02561120, exchange 0.01280468, sum -0.01280652
Goldstone values; pattern = exchanged top, middle, bottom vertex
  pp 000: loops 2, coefficient +2, value +0.00835317
  pp 001: loops 1, coefficient -1, value -0.00417652
pp Hugenholtz diagram +0.00417664
  hh 000: loops 2, coefficient +2, value +0.00870617
  hh 001: loops 1, coefficient -1, value -0.00435298
hh Hugenholtz diagram +0.00435318
  ph 000: loops 3, coefficient +8, value +0.00806902
  ph 001: loops 2, coefficient -4, value -0.00403452
  ph 010: loops 2, coefficient -4, value -0.01506509
  ph 011: loops 1, coefficient +2, value +0.00753255
  ph 100: loops 2, coefficient -4, value -0.00403452
  ph 101: loops 1, coefficient +2, value +0.00201731
  ph 110: loops 1, coefficient +2, value +0.00753255
  ph 111: loops 2, coefficient -4, value -0.01506590
ph Hugenholtz diagram -0.01304861
E3 from the three diagrams -0.00451879
E2 from the full-CI eigenvalue -0.01280652
E3 from the full-CI eigenvalue -0.00451879
E2 + E3 -0.01732531
full-CI correlation energy, same basis -0.02025802
part recovered: E2 63.22 percent, E2 + E3 85.52 percent
finished without a failed check
```
